# ISDF interpolation vectors from Hadamard products in cubic time

## 1. Two plane waves on a ring

Take the two functions $\phi_0(x)=1$ and $\phi_1(x)=e^{ix}$ on a ring, $0\le x<2\pi$. Their four products $\phi_i^*(x)\phi_j(x)$ are $1$, $e^{ix}$, $e^{-ix}$ and $1$. They span three functions, so three sample values should determine them. We choose $x_\mu=0,\ 2\pi/3,\ 4\pi/3$ and look for functions $\zeta_\mu(x)$, the same for all pairs, with

$$\phi_i^*(x)\phi_j(x)=\sum_{\mu}\zeta_\mu(x)\,\phi_i^*(x_\mu)\phi_j(x_\mu).$$

Multiply both sides by the complex conjugate of the product at $x_\nu$, and sum over the four pairs. The sum that appears is

$$M(x,y)=\sum_{ij}\phi_i^*(x)\phi_j(x)\,\phi_i(y)\phi_j^*(y)=\Big[\sum_i\phi_i^*(x)\phi_i(y)\Big]\Big[\sum_j\phi_j(x)\phi_j^*(y)\Big].$$

The brackets are $1+e^{-i(x-y)}$ and $1+e^{i(x-y)}$, so $M(x,y)=2+2\cos(x-y)$. The double sum over pairs has become a product of two single sums. This is the step that lowers the cost in the general case.

The equations for $\zeta_\mu$ are now $M(x,x_\nu)=\sum_\mu\zeta_\mu(x)G_{\mu\nu}$ with $G_{\mu\nu}=M(x_\mu,x_\nu)$. The diagonal of $G$ is 4, and the other elements are $2+2\cos 120^\circ=1$. Hence $G=3I+J$, where every element of $J$ is 1. Since $J^2=3J$,

$$(3I+J)\,\tfrac13\big(I-\tfrac16J\big)=\tfrac13\big(3I-\tfrac12J+J-\tfrac12J\big)=I,$$

so $G^{-1}=\frac13(I-\frac16J)$. The cosines of three equally spaced angles add to zero, which gives $\sum_\nu M(x,x_\nu)=6$ and

$$\zeta_0(x)=\tfrac13\big[M(x,0)-\tfrac16\cdot6\big]=\tfrac13(1+2\cos x).$$

The other two functions are this one shifted to $x_1$ and $x_2$. At $x=60^\circ$ the row $M(x,x_\nu)$ is $(3,3,0)$, and subtracting 1 and dividing by 3 gives $\zeta=(2/3,\,2/3,\,-1/3)$.

On the three points each bracket is a matrix of rank 2, because it is built from two functions. Neither can be inverted, yet their elementwise product $G$ has rank 3 and can.

The fit has no error here. Write $\zeta_\mu(x)=\frac13\sum_{p=-1}^{1}e^{ip(x-x_\mu)}$ and apply it to a product $e^{iqx}$ with $|q|\le1$. The sum $\sum_\mu e^{i(q-p)x_\mu}$ is 3 if $q-p$ is a multiple of 3 and zero otherwise. As $|q-p|\le2$, the term $p=q$ alone survives and returns $e^{iqx}$. The same argument with $N$ waves, $k=0,\dots,N-1$, and $2N-1$ equally spaced points holds because then $|q-p|\le 2N-2$. Eight waves have 64 products, and 15 points suffice.

## 2. The least-squares problem

Let $\phi_i$ ($i=1,\dots,m$) and $\psi_j$ ($j=1,\dots,n$) be two sets of orbitals, possibly the same set, known on $N_r$ grid points $r$. Let $N_\mu$ of these points, called $r_\mu$, be chosen as interpolation points. Interpolative separable density fitting (ISDF) is the ansatz

$$\phi_i^*(r)\psi_j(r)\approx\sum_{\mu=1}^{N_\mu}\zeta_\mu(r)\,\phi_i^*(r_\mu)\psi_j(r_\mu).$$

Collect the products in a matrix whose column index is the pair $(ij)$:

$$Z_{r,ij}=\phi_i^*(r)\psi_j(r),\qquad C_{\mu,ij}=\phi_i^*(r_\mu)\psi_j(r_\mu),\qquad \Theta_{r\mu}=\zeta_\mu(r).$$

The matrix $C$ consists of the rows of $Z$ at the interpolation points, and the ansatz reads $Z\approx\Theta C$. We seek the $\Theta$ that minimizes $\|Z-\Theta C\|^2$, the sum of the squared moduli of all elements.

Assume that the rows of $C$ are linearly independent. Then $CC^\dagger$ is invertible: if $CC^\dagger v=0$, then $v^\dagger CC^\dagger v=\|C^\dagger v\|^2=0$, so $C^\dagger v=0$, and independence gives $v=0$. Define

$$\boxed{\;\Theta=ZC^\dagger\,(CC^\dagger)^{-1}\;}$$

and the residual $R=Z-\Theta C$. By construction

$$RC^\dagger=ZC^\dagger-ZC^\dagger(CC^\dagger)^{-1}CC^\dagger=0,$$

so each row of $R$ is orthogonal to all rows of $C$. For any other choice $\Theta+\Delta$,

$$\|R-\Delta C\|^2=\|R\|^2+\|\Delta C\|^2-2\,\mathrm{Re}\,\mathrm{tr}(RC^\dagger\Delta^\dagger)=\|R\|^2+\|\Delta C\|^2 .$$

The error cannot fall below $\|R\|^2$. It equals $\|R\|^2$ when $\Delta C=0$, which by independence of the rows means $\Delta=0$. The boxed matrix is therefore the unique minimizer.

Positive quadrature weights $w_r$ in the error measure do not change this result. With $W=\mathrm{diag}(w_r)$ the cross term becomes $\mathrm{tr}(WRC^\dagger\Delta^\dagger)$, which still vanishes. Each grid point has its own row of $\Theta$ and its own independent fit.

For real orbitals $C^\dagger=C^T$, and the formula takes the form $ZC^T(CC^T)^{-1}$. For complex orbitals the dagger matters. The plain transpose enforces $(Z-\Theta C)C^T=0$, which is not orthogonality in a complex space. As an illustration, take 4 and 5 orbitals on 60 points, with real and imaginary parts drawn from a normal distribution, and 12 interpolation points. For one such draw the error $\|Z-\Theta C\|/\|Z\|$ is 0.56 with the dagger and 2.27 with the transpose. The latter is worse than setting $\Theta=0$, which gives 1. The error of 0.56 has two sources: the 20 products are independent, so no matrix of rank 12 can represent them, and the fit is further restricted to the rows at 12 points that were taken without any selection.

## 3. Both factors are Hadamard products

Write out an element of $ZC^\dagger$. Complex conjugation of $C_{\mu,ij}$ gives $\phi_i(r_\mu)\psi_j^*(r_\mu)$, so

$$(ZC^\dagger)_{r\mu}=\sum_{i=1}^m\sum_{j=1}^n\phi_i^*(r)\psi_j(r)\,\phi_i(r_\mu)\psi_j^*(r_\mu).$$

Two of the four factors depend on $i$ and two on $j$, and both sums run over their full ranges independently. The double sum therefore separates. With

$$A(r,s)=\sum_i\phi_i^*(r)\phi_i(s),\qquad B(r,s)=\sum_j\psi_j(r)\psi_j^*(s),$$

the two factors of the boxed formula are

$$M_{r\mu}\equiv(ZC^\dagger)_{r\mu}=A(r,r_\mu)\,B(r,r_\mu),\qquad G_{\mu\nu}\equiv(CC^\dagger)_{\mu\nu}=A(r_\mu,r_\nu)\,B(r_\mu,r_\nu).$$

Both are elementwise, or Hadamard, products. The second follows from the first by setting $r=r_\mu$ and renaming the other point $r_\nu$. Thus $G$ is the block of rows of $M$ at the interpolation points and needs no calculation of its own.

**Meaning of the arrays.** If the $\psi_j$ are the occupied orbitals of one spin in a single determinant, $B(r,s)$ is the density matrix of that spin, and its diagonal is the density of the electrons of that spin. If the $\phi_i$ are the virtual orbitals, $A$ has the same form but describes the unoccupied part of the basis. "Density-matrix-like" refers to this form.

**Rotations.** Replace $\phi_i$ by $\phi_i'=\sum_k\phi_kU_{ki}$ with $U$ unitary. Then

$$\sum_i\phi_i'^*(r)\phi_i'(s)=\sum_{kl}\phi_k^*(r)\phi_l(s)\sum_iU_{li}U_{ki}^*=\sum_k\phi_k^*(r)\phi_k(s),$$

because the last sum over $i$ is $(UU^\dagger)_{lk}=\delta_{lk}$. The array $A$ is unchanged, and the same holds for $B$. For given points, canonical and localized occupied orbitals lead to the same interpolation vectors.

**Which pairs may be fitted.** The separation requires all $mn$ pairs with equal weight. Weights of the form $a_ib_j$ with positive factors are also allowed, since $\sqrt{a_i}$ and $\sqrt{b_j}$ can be absorbed into the orbitals. A general weight $w_{ij}$ does not separate into one product. One restricted case remains simple. For a single real set and pairs $i\le j$, put $t_i=\phi_i(r)\phi_i(s)$; then

$$\sum_{i\le j}t_it_j=\tfrac12\Big[\Big(\sum_it_i\Big)^2+\sum_it_i^2\Big].$$

This is half the sum of a Hadamard square and a matrix product of squared orbitals, so it is still cheap. It defines a different fit, because each pair $i\neq j$ now counts once and not twice.

**When the inverse exists.** The matrix $C$ has $mn$ columns, so $N_\mu\le mn$ is necessary. For a single real set the products $(ij)$ and $(ji)$ coincide, and the limit is $n(n+1)/2$. These conditions are not sufficient: two points at which all products are proportional give dependent rows. Two mirror-image points do this if all products have the same parity under the mirror, but not in general when even and odd products are both present. In the random example of Section 2, $A$ and $B$ have ranks 4 and 5 on the 12 points, while $G$ has full rank 12. With 21 points $G$ has rank 20, which is $4\times5$, and the inverse does not exist.

**When the fit is free of error.** The rows of $C$ are rows of $Z$. If they are independent and their number equals the rank of $Z$, they span all rows of $Z$. Some $\Theta$ then satisfies $Z=\Theta C$, and the minimizer finds it. The ring is such a case.

## 4. Implementation and cost

Given the orbital arrays and the list of interpolation points:

1. Form $A(r,r_\mu)$ and $B(r,r_\mu)$ by two matrix products. This takes $N_rN_\mu(m+n)$ multiplications.
2. Multiply them element by element to get $M$, with $N_rN_\mu$ multiplications.
3. Copy the rows of $M$ at the interpolation points into $G$.
4. Solve $G\,\Theta^\dagger=M^\dagger$. This is the adjoint of $\Theta G=M$, with $G^\dagger=G$. A Cholesky factorization costs of order $N_\mu^3$, and the two triangular solves cost about $N_\mu^2$ multiplications for each of the $N_r$ right-hand sides.

Let $m$, $n$, $N_r$ and $N_\mu$ all grow in proportion to the system size $N$. Steps 1 and 4 are then cubic and step 2 is quadratic. Multiplying $Z$ by $C^\dagger$ directly would take $N_rN_\mu mn$ multiplications, which is quartic. The storage also falls, from $N_rmn$ numbers for $Z$ to a few arrays of size $N_rN_\mu$.

A count makes this concrete. Take $m=n=N$, $N_r=6N$, $N_\mu=3N$ and real orbitals. The direct route needs $6N^3$ multiplications to form $Z$ and $18N^4$ for $ZC^T$. The Hadamard route needs $36N^3+18N^2$. At $N=16$,

$$6\cdot16^3+18\cdot16^4=1\,204\,224,\qquad 36\cdot16^3+18\cdot16^2=152\,064,$$

a ratio of 7.9. Solving by plain Gaussian elimination brings the total of the Hadamard route to 410,096 multiplications and divisions. From $N=8$ to $N=16$ the direct count grows as $N^{3.97}$ and the complete Hadamard route as $N^{2.98}$. The exponents lie slightly below 4 and 3 because of the lower-order terms. These are operation counts; elapsed time also depends on memory traffic and on the library routines.

**Why $N_\mu\propto N$ can be expected.** Suppose the orbitals contain plane waves up to a cutoff $k_{\max}$ in a periodic box of volume $V$. Their products contain wave vectors up to $2k_{\max}$. The number of these is about

$$\frac{V}{(2\pi)^3}\,\frac{4\pi}{3}(2k_{\max})^3$$

for a large box, and this bounds the rank of $Z$ however many pairs there are. At fixed cutoff and fixed density of electrons, the bound is proportional to $N$. It does not say how few points suffice for a given accuracy. Since the points are taken from the grid, $N_\mu\le N_r$ in any case. For orbitals without any smoothness the rank of $Z$ can reach the smaller of $N_r$ and $mn$. For large $N$ this is $N_r$, so a small error would need nearly every grid point, step 4 would cost of order $N_r^3$, and nothing would be compressed. The method is useful when $N_\mu$ stays well below both $N_r$ and $mn$.

**The choice of points is a separate cost.** Pivoted QR applied to the full $Z$ takes of order $N_rN_\mu mn$ operations, which is quartic. The whole procedure is cubic if the points are selected by a method that is itself at most cubic.

**Weights.** To give each product the square root of its quadrature weight, scale every orbital by $w_r^{1/4}$. Then $Z$ becomes $W^{1/2}Z$ and $C$ becomes $W_\mu^{1/2}C$, where $W_\mu$ holds the weights of the interpolation points. The computed vectors are

$$\tilde\Theta=W^{1/2}ZC^\dagger W_\mu^{1/2}\;W_\mu^{-1/2}(CC^\dagger)^{-1}W_\mu^{-1/2}=W^{1/2}\,\Theta\,W_\mu^{-1/2}.$$

The scaling leaves the Hadamard structure intact. It must be undone if $\zeta_\mu(r)$ itself is wanted.

**Two diagnostics.** At an interpolation point the rows of $M$ are those of $G$, so $\Theta_{r_\nu\mu}=(GG^{-1})_{\nu\mu}=\delta_{\nu\mu}$: the fit reproduces the products there. The total error also follows without $Z$. Since $RC^\dagger=0$,

$$\|R\|^2=\mathrm{tr}(RZ^\dagger)-\mathrm{tr}(RC^\dagger\Theta^\dagger)=\mathrm{tr}(ZZ^\dagger)-\mathrm{tr}(\Theta CZ^\dagger).$$

With $(ZZ^\dagger)_{rr}=A(r,r)B(r,r)$ and $CZ^\dagger=M^\dagger$ this becomes

$$\|R\|^2=\sum_r\Big[A(r,r)B(r,r)-\sum_\mu\Theta_{r\mu}M^*_{r\mu}\Big].$$

The sum over $r$ of the last term is real, because $\Theta M^\dagger=MG^{-1}M^\dagger$ is Hermitian. The formula subtracts nearly equal numbers when the fit is good. In double precision, with relative rounding near $10^{-16}$, it cannot resolve relative errors $\|R\|/\|Z\|$ much below $10^{-8}$.

**Conditioning.** The singular values of $CC^\dagger$ are the squares of those of $C$, so its condition number is squared as well. Nearly dependent points can make the Cholesky factorization fail. One remedy is to remove such points; another is to keep them and replace the inverse by a pseudoinverse that discards the smallest eigenvalues of $G$.

## 5. What the fit does to Coulomb integrals

Let the orbitals be real and write $\rho_{ij}=\phi_i\psi_j$. In Gaussian units the integrals are

$$K_{ij,kl}=e^2\!\int\!\!\int\frac{\rho_{ij}(\mathbf r)\,\rho_{kl}(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'.$$

The charge enters here and not in the fit. Inserting the ansatz for both products gives $\tilde K=C^TVC$, where $V_{\mu\nu}$ is the same integral with $\zeta_\mu$ and $\zeta_\nu$ in place of the products.

The boxed formula can be read as $\Theta=ZD$ with $D=C^T(CC^T)^{-1}$. Each $\zeta_\mu$ is thus a linear combination of the products, $\zeta_\mu=\sum_{ij}\rho_{ij}D_{ij,\mu}$. It follows that $V=D^TKD$ and

$$\tilde K=(DC)^TK\,(DC)=\Pi K\Pi,\qquad \Pi=C^T(CC^T)^{-1}C .$$

The matrix $\Pi$ is symmetric, and $\Pi^2=\Pi$ because the inner $CC^T$ cancels one inverse. It is the orthogonal projector onto the row space of $C$. ISDF therefore keeps the part of the integral matrix that lies in this subspace of pairs and drops the rest.

This form isolates the interpolation error, since $K$ can be taken from analytic integrals. It is a diagnostic and not a fast algorithm, because it needs the full matrix $K$. A production calculation obtains $V$ from the $\zeta_\mu$ directly, at a cost not included in Section 4.

## 6. A water molecule

The orbitals come from a Hartree–Fock calculation in the cc-pVDZ basis, with O–H distances of 0.96 Å and an angle of 104.5°. There are 5 occupied and 19 virtual orbitals, hence $5\times19=95$ products. They are tabulated on an atom-centred quadrature grid of 10,093 points, with the quarter-power weights of Section 4. The interpolation points are the first $N_\mu$ pivots of a column-pivoted QR factorization of $Z^T$.

The integrals $\Pi K\Pi$ are inserted into the second-order Møller–Plesset (MP2) correlation energy

$$E=\sum_{ijab}\frac{(ia|jb)\,[\,2(ia|jb)-(ib|ja)\,]}{\varepsilon_i+\varepsilon_j-\varepsilon_a-\varepsilon_b},$$

where $i,j$ are occupied and $a,b$ virtual orbitals, $\varepsilon$ are the orbital energies, and all electrons are included. Without fitting, $E=-0.204155$ hartree. This reference leaves out correlation beyond second order and whatever the small basis cannot describe. The basis effect is large: in cc-pVTZ the same all-electron MP2 energy is $-0.275$ hartree, lower by 0.071 hartree. The value serves only as the unfitted reference for this basis.

In the table, "fit" is $\|Z-\Theta C\|/\|Z\|$. The column "best" is the smallest value that any matrix of rank $N_\mu$ can reach, obtained from the discarded singular values of $Z$. The last column is the fitted minus the unfitted energy.

| $N_\mu$ | fit | best | cond. of $CC^T$ | energy error (hartree) |
|---|---|---|---|---|
| 20 | 0.425 | 0.379 | $2.8\times10^1$ | $8.2\times10^{-2}$ |
| 40 | 0.139 | 0.095 | $4.2\times10^2$ | $2.4\times10^{-2}$ |
| 60 | 0.031 | 0.018 | $2.1\times10^4$ | $9.8\times10^{-4}$ |
| 80 | 0.00545 | 0.00249 | $1.1\times10^6$ | $1.15\times10^{-5}$ |

With 20 points the energy error is $0.082/0.204$, or 40% of the correlation energy. With 60 points it is about 0.5%, and with 80 points about 0.006%. The entries of the table depend on the orientation of the molecule relative to the grid and on the density of the grid, both of which change the selected points. Over six orientations the energy error with 20 points lies between 0.079 and 0.090 hartree, and a grid of about 21,600 points gives 0.094. With 80 points neither the sign nor the size is fixed: the same orientations give values between $-1.3\times10^{-5}$ and $+1.3\times10^{-5}$ hartree, one of them $-1.6\times10^{-6}$. The last entry should be read as an error of at most about $10^{-5}$ hartree in these cases. For the four sizes in the table the fit error lies within a factor of 2.2 of the best possible value; the factor reaches 2.3 in other orientations and 2.5 on the denser grid. This ratio concerns the fit on the grid alone. It does not say that the energy error is equally close to that of the best subspace of the same rank, because the energy weights the products by the Coulomb interaction and the orbital-energy denominators. The condition number, which refers to the weighted $C$ and changes if the weights are left out, rises by more than four orders of magnitude over the same range. At $10^6$ it still leaves about ten of the sixteen digits of double precision.

The 80 points are not many fewer than the 95 products. A molecule of this size gains little from the compression, and a single molecule cannot show how $N_\mu$ grows with system size. The example shows how the error falls as points are added; the saving depends on the linear growth of $N_\mu$ discussed in Section 4.
